**Maximum voltage drop on a leaky line with one or two drivers**

A uniform line of total resistance $R$ that feeds evenly spread constant leakage currents, $I$ in total, has a maximum drop $RI/2$ when driven at one end and $RI/8$ when driven at both ends by equal ideal sources. The program solves Kirchhoff's current equations at each of $N$ cells and asserts agreement with these formulas, with the drop profiles and with the discrete sums for several even and odd $N$. It also asserts the formulas for driver resistance, unequal sources, leakage crowded into one half, and a selected cell tried at every position. For voltage-dependent selector leakage it asserts, for the example's parameters, that the drops stay below the constant-current values and that the ratio stays below four. For a molybdenum line with rough typical parameters and 1024 cells, the output shows maxima of 31.49 mV and 7.88 mV, a ratio of 3.996. A driver resistance of 1 kΩ lowers the ratio to 3.2, and a source mismatch of 10 mV lowers it to 2.3. A write current of 50 μA raises the worst drops to 339 mV and 85 mV, with the ratio still close to four.

## Numerical check

```python
# Result under test: a uniform resistive line feeding evenly spread constant
# leakage currents has maximum voltage drop R*I/2 when driven at one end and
# R*I/8 when driven at both ends by equal ideal sources: a factor of four.
# R = total line resistance, I = total leakage, N = number of cells,
# r = resistance of one wire segment, i = leakage of one cell.
# Method: Kirchhoff's current law is solved at every cell and the solution is
# compared with the closed formulas. Material and device inputs are rough
# typical values for a narrow molybdenum word line with threshold selectors.
import numpy as np
from scipy.linalg import solve_banded
from scipy import constants


def solve_line(loads, r_seg, both, r_driver=0.0, offset=0.0):
    """Drops below the left source, and the currents from the two ends.
    offset = amount by which the right source lies below the left one."""
    n = len(loads)
    g = 1.0 / r_seg
    g_left = 1.0 / (r_seg + r_driver)
    g_right = g_left if both else 0.0
    bands = np.zeros((3, n))
    bands[0, 1:] = -g
    bands[2, :-1] = -g
    bands[1] = 2 * g
    bands[1, 0] = g + g_left
    bands[1, -1] = g + g_right
    rhs = np.array(loads, dtype=float)
    rhs[-1] += g_right * offset
    drop = solve_banded((1, 1), bands, rhs)
    return drop, g_left * drop[0], g_right * (drop[-1] - offset)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---- inputs (rough typical values) ----
resistivity = 12e-8        # ohm m, narrow Mo line near 300 K
width, height, pitch = 20e-9, 40e-9, 40e-9
N = 1024
i_cell = 10e-9             # A, half-selected cell
r_driver = 1e3             # ohm, each driver
mismatch = 10e-3           # V, between the two sources
i_selected = 50e-6         # A, write current of one selected cell
v_half, v_slope = 1.5, 0.2  # V, half-select bias and selector sinh scale
temp_coeff = 3e-3          # 1/K, resistance of the Mo line
k_oxide, t_oxide = 1.4, 100e-9  # W/(m K), m: heat path under the line

r = resistivity * pitch / (width * height)
R, I = N * r, N * i_cell
uniform = np.full(N, i_cell)

# ---- discrete formulas for even and odd N, in units of r*i ----
ratios = {}
for n in (3, 4, 7, 16, 101, 128, N):
    one = solve_line(np.ones(n), 1.0, False)[0].max()
    two = solve_line(np.ones(n), 1.0, True)[0].max()
    two_formula = n * (n + 2) / 8 if n % 2 == 0 else (n + 1) ** 2 / 8
    assert close(one, n * (n + 1) / 2, 1e-8)
    assert close(two, two_formula, 1e-8)
    ratios[n] = one / two

# ---- main result: profiles, maxima, end currents ----
single, left_1, _ = solve_line(uniform, r, False)
double, left_2, right_2 = solve_line(uniform, r, True)
s = np.arange(1, N + 1) / N
# replacing cells by a continuum costs a relative error of order 1/N
assert np.max(abs(single - R * I * (s - s**2 / 2))) < R * I / N
assert np.max(abs(double - R * I * s * (1 - s) / 2)) < R * I / N
max_1, max_2 = single.max(), double.max()
assert close(max_1, R * I / 2, 4 / N) and close(max_2, R * I / 8, 4 / N)
assert close(max_1 / max_2, 4, 4 / N)
assert np.argmax(single) == N - 1
assert np.argmax(double) in (N // 2 - 1, N // 2)
assert close(left_1, I, 1e-7)
assert close(left_2, I / 2, 1e-7) and close(right_2, I / 2, 1e-7)
local_gain = single / double
gain_near, gain_mid = local_gain[0], local_gain[N // 2 - 1]
assert close(gain_near, 2, 8 / N) and close(gain_mid, 3, 8 / N)

# ---- driver resistance ----
drv_1 = solve_line(uniform, r, False, r_driver)[0].max()
drv_2 = solve_line(uniform, r, True, r_driver)[0].max()
assert close(drv_1, R * I / 2 + r_driver * I, 4 / N)
assert close(drv_2, R * I / 8 + r_driver * I / 2, 4 / N)
assert 2 < drv_1 / drv_2 < 4

# ---- unequal sources ----
mis_2 = solve_line(uniform, r, True, offset=mismatch)[0].max()
assert mismatch < R * I / 2
assert close(mis_2, R * I / 8 * (1 + 2 * mismatch / (R * I)) ** 2, 4 / N)
edge_2 = solve_line(uniform, r, True, offset=R * I / 2)[0].max()
assert close(edge_2, R * I / 2, 4 / N)

# ---- same total leakage, all in the half next to the left driver ----
crowded = np.where(np.arange(N) < N // 2, 2 * i_cell, 0.0)
crowd_1 = solve_line(crowded, r, False)[0].max()
crowd_2 = solve_line(crowded, r, True)[0].max()
assert close(crowd_1, R * I / 4, 8 / N)
assert close(crowd_2, 9 * R * I / 64, 8 / N)

# ---- one selected cell, every position tried ----
scan_1, scan_2 = np.zeros(N), np.zeros(N)
for k in range(N):
    loads = uniform.copy()
    loads[k] = i_selected
    scan_1[k] = solve_line(loads, r, False)[0].max()
    scan_2[k] = solve_line(loads, r, True)[0].max()
sel_1, sel_2 = scan_1.max(), scan_2.max()
assert np.argmax(scan_1) == N - 1
assert np.argmax(scan_2) in (N // 2 - 1, N // 2)
assert close(sel_1, R * i_selected + R * I / 2, 4 / N)
assert close(sel_2, R * i_selected / 4 + R * I / 8, 4 / N)


# ---- leakage that depends on the local voltage ----
def solve_selector(both, selected=None):
    drop = np.zeros(N)
    for _ in range(200):
        loads = i_cell * np.sinh((v_half - drop) / v_slope)
        loads /= np.sinh(v_half / v_slope)
        if selected is not None:
            loads[selected] = i_selected
        new = solve_line(loads, r, both)[0]
        change = np.max(abs(new - drop))
        drop = new
        if change < 1e-9:
            return drop.max(), loads
    raise RuntimeError("selector iteration did not converge")


non_1, loads_1 = solve_selector(False)
non_2, _ = solve_selector(True)
assert non_1 < max_1 and non_2 < max_2 and non_1 / non_2 < 4
both_1, _ = solve_selector(False, N - 1)
both_2, _ = solve_selector(True, N // 2)
assert both_1 < sel_1 and both_2 < sel_2 and both_1 / both_2 < 4

# ---- temperature, heating, current density ----
hot_kelvin = constants.zero_Celsius + 85
r_hot = r * (1 + temp_coeff * (hot_kelvin - 300))
hot_1 = solve_line(uniform, r_hot, False)[0].max()
hot_2 = solve_line(uniform, r_hot, True)[0].max()
loads = uniform.copy()
loads[-1] = i_selected
drop_w, left_w, _ = solve_line(loads, r, False)
power = np.sum(np.diff(drop_w, prepend=0.0) ** 2) / r
heating = power / (N * pitch) / (k_oxide * width / t_oxide)
to_MA_cm2 = 1e-10 / (width * height)

print("INPUTS (rough typical values)")
print(f"Mo line resistivity: {resistivity*1e8:.1f} microohm cm")
print(f"width, height, pitch: {width*1e9:.0f}, {height*1e9:.0f}, "
      f"{pitch*1e9:.0f} nm")
print(f"cells N: {N}; leakage per cell: {i_cell*1e9:.1f} nA")
print(f"resistance per segment r: {r:.3f} ohm")
print(f"line length: {N*pitch*1e6:.2f} um")
print(f"line resistance R: {R/1e3:.3f} kohm")
print(f"total leakage I: {I*1e6:.2f} uA; R*I: {R*I*1e3:.2f} mV")
print("MAIN RESULT")
print(f"formula R*I/2: {R*I/2*1e3:.3f} mV; R*I/8: {R*I/8*1e3:.3f} mV")
print(f"Kirchhoff, one end driven: {max_1*1e3:.3f} mV")
print(f"Kirchhoff, both ends driven: {max_2*1e3:.3f} mV")
print(f"ratio of maxima: {max_1/max_2:.4f}")
print(f"current from the single driver: {left_1*1e6:.3f} uA")
print(f"currents from two drivers: {left_2*1e6:.3f}, "
      f"{right_2*1e6:.3f} uA")
print(f"local gain at first cell: {gain_near:.3f}; "
      f"at middle: {gain_mid:.3f}")
for n in (3, 4, 16, 128):
    print(f"ratio of maxima for N = {n}: {ratios[n]:.4f}")
print("NEGLECTED EFFECTS (one end, both ends, ratio)")
print(f"driver resistance {r_driver/1e3:.1f} kohm: {drv_1*1e3:.2f} mV, "
      f"{drv_2*1e3:.2f} mV, {drv_1/drv_2:.3f}")
print(f"source mismatch {mismatch*1e3:.0f} mV: {max_1*1e3:.2f} mV, "
      f"{mis_2*1e3:.2f} mV, {max_1/mis_2:.3f}")
print(f"leakage all in near half: {crowd_1*1e3:.2f} mV, "
      f"{crowd_2*1e3:.2f} mV, {crowd_1/crowd_2:.3f}")
print(f"selected cell at {i_selected*1e6:.0f} uA: {sel_1*1e3:.1f} mV, "
      f"{sel_2*1e3:.1f} mV, {sel_1/sel_2:.3f}")
print(f"selector: half bias {v_half:.1f} V, sinh scale {v_slope:.2f} V")
print(f"selector leakage only: {non_1*1e3:.2f} mV, "
      f"{non_2*1e3:.2f} mV, {non_1/non_2:.3f}")
print(f"leakage of far cell, one end driven: {loads_1[-1]*1e9:.2f} nA")
print(f"selector leakage + selected cell: {both_1*1e3:.1f} mV, "
      f"{both_2*1e3:.1f} mV, {both_1/both_2:.3f}")
print(f"temperature coefficient: {temp_coeff:.4f} 1/K from 300 K")
print(f"at {hot_kelvin:.0f} K: {hot_1*1e3:.2f} mV, {hot_2*1e3:.2f} mV, "
      f"{hot_1/hot_2:.3f}")
print(f"oxide under line: {k_oxide:.1f} W/(m K), {t_oxide*1e9:.0f} nm")
print(f"line power, far cell selected: {power*1e6:.2f} uW")
print(f"mean steady self-heating: {heating:.2f} K")
print(f"current density at driver, leakage, one end: "
      f"{left_1*to_MA_cm2:.2f} MA/cm2")
print(f"same, both ends: {left_2*to_MA_cm2:.2f} MA/cm2")
print(f"same, one end, far cell selected: {left_w*to_MA_cm2:.2f} MA/cm2")
print("done: every assertion held")
```

Printed output:

```
INPUTS (rough typical values)
Mo line resistivity: 12.0 microohm cm
width, height, pitch: 20, 40, 40 nm
cells N: 1024; leakage per cell: 10.0 nA
resistance per segment r: 6.000 ohm
line length: 40.96 um
line resistance R: 6.144 kohm
total leakage I: 10.24 uA; R*I: 62.91 mV
MAIN RESULT
formula R*I/2: 31.457 mV; R*I/8: 7.864 mV
Kirchhoff, one end driven: 31.488 mV
Kirchhoff, both ends driven: 7.880 mV
ratio of maxima: 3.9961
current from the single driver: 10.240 uA
currents from two drivers: 5.120, 5.120 uA
local gain at first cell: 2.000; at middle: 2.996
ratio of maxima for N = 3: 3.0000
ratio of maxima for N = 4: 3.3333
ratio of maxima for N = 16: 3.7778
ratio of maxima for N = 128: 3.9692
NEGLECTED EFFECTS (one end, both ends, ratio)
driver resistance 1.0 kohm: 41.73 mV, 13.00 mV, 3.210
source mismatch 10 mV: 31.49 mV, 13.67 mV, 2.303
leakage all in near half: 15.76 mV, 8.86 mV, 1.778
selected cell at 50 uA: 338.6 mV, 84.7 mV, 3.996
selector: half bias 1.5 V, sinh scale 0.20 V
selector leakage only: 28.02 mV, 7.63 mV, 3.671
leakage of far cell, one end driven: 8.69 nA
selector leakage + selected cell: 318.8 mV, 82.8 mV, 3.848
temperature coefficient: 0.0030 1/K from 300 K
at 358 K: 36.98 mV, 9.25 mV, 3.996
oxide under line: 1.4 W/(m K), 100 nm
line power, far cell selected: 18.72 uW
mean steady self-heating: 1.63 K
current density at driver, leakage, one end: 1.28 MA/cm2
same, both ends: 0.64 MA/cm2
same, one end, far cell selected: 7.53 MA/cm2
done: every assertion held
```
